Renormalized singles for RPA energies as a Hartree-Fock trace change in PAW

## 1. The trace change and its many-body meaning

Take the F₂ molecule at a separation of 2.7 bohr, with PBE orbitals in the cc-pVTZ basis. The renormalized singles correction to its RPA energy, with frozen 1s cores, is −0.0184 Ha. If the exchange between valence and core electrons is left out of the Hartree-Fock matrix, the same procedure returns −0.0725 Ha, about four times as much. Yet the cores are frozen, and all but about one millionth of the norm of a fluorine 1s orbital lies within 1.3 bohr of its nucleus. To see why such a core matters, one needs to know what the correction is and which matrix elements it responds to.

**Conventions.** Hartree atomic units are used. Orbitals are real. Indices i, j denote occupied orbitals, a, b virtual ones, and p, q, r, s any orbital. Two-electron integrals are written by pair density,

(pq|rs) = ∫∫ ψ_p(r)ψ_q(r) ψ_r(r′)ψ_s(r′) / |r−r′| dr dr′.

The orbitals are eigenfunctions of a Kohn-Sham (KS) Hamiltonian h_KS with eigenvalues ε_p. Occupations are integers. Spin orbitals are used until the closed-shell factor is introduced.

**Normal ordering.** The electronic Hamiltonian is

H = Σ_pq h_pq a†_p a_q + ½ Σ_pqrs (pq|rs) a†_p a†_r a_s a_q,   (1)

where h contains the kinetic energy and the nuclear attraction. The nuclear repulsion is a constant and is included in total energies. Let Φ be the determinant of the N occupied KS orbitals, and let n_p be 1 for an occupied orbital and 0 otherwise. Braces denote normal ordering with respect to Φ: operators that destroy Φ stand to the right. For two operators,

a†_p a_q = {a†_p a_q} + n_p δ_pq.   (2)

For four operators, Wick's theorem adds every single and double contraction:

a†_p a†_r a_s a_q = {a†_p a†_r a_s a_q}
 + n_p δ_pq {a†_r a_s} + n_r δ_rs {a†_p a_q}
 − n_p δ_ps {a†_r a_q} − n_r δ_rq {a†_p a_s}
 + n_p n_r (δ_pq δ_rs − δ_ps δ_rq).   (3)

The minus signs come from moving one operator past another before contracting. In (1), the two positive single contractions are equal after relabelling, and so are the two negative ones. The factor ½ is thereby cancelled, and

H = E_EXX + {f} + {W},   {f} = Σ_pq f_pq {a†_p a_q},   (4)

f_pq = h_pq + Σ_i [(pq|ii) − (pi|iq)],   (5)

E_EXX = Σ_i h_ii + ½ Σ_ij [(ii|jj) − (ij|ji)].   (6)

Here {W} is half the sum of (pq|rs){a†_p a†_r a_s a_q}. The matrix f is the Hartree-Fock (HF) Hamiltonian built from KS orbitals, and E_EXX is the expectation value of H in Φ.

**What couples to single excitations.** Acting on Φ, a normal-ordered product survives if each of its operators creates a particle in a virtual orbital or a hole in an occupied one. The four operators of {W} then make a double excitation, which is orthogonal to every single excitation Φ_i^a = a†_a a_i Φ. Hence

⟨Φ_i^a|H|Φ⟩ = f_ai.   (7)

In self-consistent HF theory these elements vanish. For KS orbitals they do not, because h_KS contains a local potential in place of nonlocal exchange.

**The pure one-body problem.** Drop {W} from (4). By (2), the remaining Hamiltonian is

H₁ = E_EXX − Σ_i f_ii + Σ_pq f_pq a†_p a_q.   (8)

It describes independent particles. Diagonalizing f and filling its N lowest eigenstates gives the ground state. If μ_k are the eigenvalues in increasing order, the energy beyond E_EXX is

ΔE = Σ_{k=1..N} μ_k − Σ_i f_ii = Tr[f(γ_f − γ)],   (9)

where γ projects on the old occupied orbitals and γ_f on the new ones. This is the trace form of the renormalized singles correction. The determinant Φ is itself a trial state for H₁ and has the energy E_EXX, so the ground-state energy cannot lie higher, and ΔE ≤ 0.

For a closed shell, both spins contribute equally. With spatial orbitals, γ = 2Σ_i |i⟩⟨i|, and

ΔE = 2[Σ_{k=1..n} μ_k − Σ_i f_ii],   f_pq = h_pq + Σ_i [2(pq|ii) − (pi|iq)],   (10)

with n = N/2. The Coulomb term counts both spins and the exchange term one. The closed-shell form is used from here on.

**Addition to the RPA energy.** Let d_ia = ε_a − ε_i and κ_ia,jb = 2(ia|jb). The direct RPA correlation energy is defined here by

E_RPA = ½[Σ_n Ω_n − Σ_ia (d_ia + κ_ia,ia)],   (11)

where Ω_n² are the eigenvalues of d² + 2d^½ κ d^½. For one mode, Ω = √(d² + 2dκ) = d + κ − κ²/(2d) + …, so the energy starts at −κ²/(4d). The subtraction in (11) removes the first order in κ for many modes too, since the first-order change of ΣΩ_n is Σκ_ia,ia. Every term of E_RPA therefore contains at least two interactions from {W}, while the terms of ΔE contain none. The total

E = E_EXX + E_RPA + ΔE   (12)

counts nothing twice. It omits terms in which f − h_KS and {W} occur together, whether through f_ia or through the occupied and virtual blocks, as well as the exchange and ladder terms absent from direct RPA.

**Why second order in the KS energies is not enough.** Write the one-body Hamiltonian as h_KS + λv with v = f − h_KS. At λ = 0 the sum of occupied levels is Σε_i. The first order adds Σ(f_ii − ε_i), and at λ = 1 these two give Σf_ii, which (9) subtracts. The second-order shift of level i is the sum over p ≠ i of v_pi²/(ε_i − ε_p). When these shifts are summed over i, a pair of occupied orbitals appears twice with opposite denominators and cancels. Since h_KS is diagonal, v_ia = f_ia, and the closed-shell result is

E_bare = 2 Σ_ia f_ia² / (ε_i − ε_a).   (13)

In F₂ this is −0.0243 Ha, which is 32% larger in magnitude than ΔE. The PBE gap of 0.127 Ha is not the cause: f_ia vanishes by symmetry between the highest occupied orbital, of π type, and the lowest virtual one, of σ type. The smallest denominator that contributes is 0.80 Ha. The diagonal blocks of v, which act at higher order, replace KS energies by HF ones. This enlarges the denominators of the coupled pairs on average and reduces the magnitude of the sum. If the KS gap tends to zero while the corresponding f_ia stays finite, (13) diverges; ΔE stays finite, because it is a difference of finite traces. The ground state of H₁ defines ΔE whether or not the series in λ converges at λ = 1.

**An equation for the rotation.** Divide f into occupied (o) and virtual (v) blocks. Let the new occupied space be spanned by the columns of (1, t)ᵀ, where t has one row per virtual and one column per occupied orbital. This space is invariant under f, so a matrix R exists with

f_oo + f_ov t = R,   f_vo + f_vv t = tR.   (14)

Inserting the first relation into the second gives

f_vo + f_vv t − t f_oo − t f_ov t = 0.   (15)

The eigenvalues of R are those of f in the new occupied space. Their sum is Tr R = Tr f_oo + Tr(f_ov t), hence

ΔE = 2 Tr(f_ov t).   (16)

The form (1, t)ᵀ requires that no vector of the new occupied space be purely virtual. Diagonalize f_oo and f_vv separately, and call their eigenvalues e_i and e_a; the orbitals are then semicanonical. If the smallest e_a exceeds the largest e_i, the requirement is met. A purely virtual vector has an expectation value of f of at least min e_a. A vector in the new occupied space has at most μ_n, and the variational principle gives μ_n ≤ max e_i. It cannot be both. In F₂ the distance between the blocks is g = min e_a − max e_i = 0.733 Ha.

**Second order with renormalized denominators.** In the semicanonical basis, omit the quadratic term of (15). Then

t¹_ai = −f_ai/(e_a − e_i),   E_rSE = −2 Σ_ia f_ia²/(e_a − e_i).   (17)

This is the second-order formula for renormalized singles. For F₂ it gives −0.01844 Ha, against ΔE = −0.01842 Ha. The two definitions are close here but not identical, and the difference has a definite sign at leading order.

To find it, treat f_ov as small at fixed diagonal blocks. The next part of t is of third order and obeys

(e_a − e_i) t³_ai = (t¹ f_ov t¹)_ai.   (18)

Its energy is E₄ = 2Tr(f_ov t³). Because f_ia = −(e_a − e_i)t¹_ai, the denominator cancels:

E₄ = −2 Tr(M f_ov t¹),   M = t¹ᵀ t¹.   (19)

Let E_o and E_v be the diagonal matrices of e_i and e_a. The same substitution gives

f_ov t¹ = −t¹ᵀ E_v t¹ + E_o M,   (20)

E₄ = 2 Tr(M t¹ᵀ E_v t¹) − 2 Tr(M E_o M).   (21)

The matrix M has no negative eigenvalues. Replacing E_v by its smallest element lowers the first trace to min e_a Tr M² or leaves it equal. Replacing E_o by its largest element bounds the second trace by max e_i Tr M². Therefore

E₄ ≥ 2 g Tr M² ≥ 0.   (22)

At this order the second-order formula overestimates the magnitude of ΔE. In F₂, E₄ = 0.000015 Ha, and −0.018438 + 0.000015 = −0.018423 Ha, which agrees with ΔE to the digits given.

A two-level model shows the other limit. For diagonal elements 0 and D and coupling c, the trace change per spin is

½[D − √(D² + 4c²)] = −c²/D + c⁴/D³ − …   (23)

For |c| much larger than D it tends to −|c|, whereas −c²/D grows without limit as D decreases. The trace form is the safer choice when couplings are comparable with the gap. If μ_n and μ_{n+1} coincide, the trace remains continuous, but the new occupied space is not unique. A metal at finite temperature needs fractional occupations, which are not treated here.

**ΔE is not the change of the HF energy.** Let G[γ] = J[γ] − ½K[γ] be the Coulomb and exchange matrix, linear in γ, with

K[γ]_pq = Σ_rs γ_rs (pr|sq).   (24)

Then f = h + G[γ] and E_HF[γ] = Tr(hγ) + ½Tr(γG[γ]), apart from the nuclear repulsion. Put Δγ = γ_f − γ. The two mixed terms ½Tr(ΔγG[γ]) and ½Tr(γG[Δγ]) are equal by the symmetry of the integrals, so

E_HF[γ_f] − E_HF[γ] = Tr(fΔγ) + ½ Tr(ΔγG[Δγ]).   (25)

The first term is the trace change and the second is the response of the mean field. With all electrons of F₂ included, they are −0.0200 and −0.0025 Ha, together −0.0225 Ha. Iterating HF to self-consistency lowers the energy by 0.0234 Ha from E_EXX. The quadratic term comes from {W}, so it does not belong to the pure one-body sum. A code should take the trace with the fixed matrix f and should not rebuild f from the rotated orbitals.

## 2. The PAW matrix and the fluorine molecule

From the first half we take the HF matrix f in KS orbitals, the closed-shell density matrix γ, and its counterpart γ_f built from the lowest eigenvectors of f. The correction is

ΔE = 2[Σ_{k=1..n} μ_k − Σ_i f_ii] = Tr[f(γ_f − γ)] = 2 Tr(f_ov t),   (26)

where μ_k are the lowest eigenvalues of f, and t holds the virtual admixtures in the new occupied space. It is added to E_EXX + E_RPA. From here on, i, j, k, l label partial waves where they are attached to φ or p; m and n label valence or virtual orbitals, and c labels core orbitals.

**The matrix from KS eigenvalues.** The KS and HF Hamiltonians have the same kinetic, nuclear and Hartree terms, since both use the same total density. They differ in exchange and correlation. With n_v and n_c the valence and core densities,

f_mn = ε_n δ_mn − K^v_mn − K^c_mn − ⟨ψ_m|v_xc[n_v+n_c]|ψ_n⟩,   (27)

K^v_mn = Σ_v (mv|vn),   K^c_mn = Σ_c (mc|cn).   (28)

The sums run over occupied spatial orbitals. Each has weight one: the closed-shell density matrix contributes 2, and exchange enters f as −½K[γ].

Equation (27) answers the opening question in part. The potential v_xc is evaluated with the core density, so its subtraction removes the KS treatment of core-valence exchange. If K^c is absent, nothing takes its place. Freezing the core stops the core orbitals from changing; it does not stop them from acting on the valence electrons.

**Transformation and overlap.** In PAW an all-electron orbital is obtained from a smooth one by

ψ_n = ψ̃_n + Σ_i (φ_i − φ̃_i) P_in,   P_in = ⟨p_i|ψ̃_n⟩,   ⟨p_i|φ̃_j⟩ = δ_ij.   (29)

The sum includes all atoms. The partial waves φ_i and φ̃_i agree outside a sphere around their atom, and the spheres do not overlap. If the waves are complete within the sphere,

ψ̃_n = Σ_i φ̃_i P_in,   ψ_n = Σ_i φ_i P_in   (inside).   (30)

The smooth orbitals satisfy ⟨ψ̃_m|S|ψ̃_n⟩ = δ_mn, with S the transformation's adjoint times the transformation. That is the orthonormality of the all-electron orbitals. The matrix (27) is thus diagonalized as an ordinary symmetric matrix, without a further overlap matrix.

**The local potential.** Let ṽ_xc equal v_xc outside the spheres and be smooth inside. Splitting the integral into smooth and sphere parts and using (30) gives

⟨ψ_m|v_xc|ψ_n⟩ = ⟨ψ̃_m|ṽ_xc|ψ̃_n⟩
 + Σ_ij P_im [⟨φ_i|v_xc|φ_j⟩ − ⟨φ̃_i|ṽ_xc|φ̃_j⟩] P_jn,   (31)

with the bracket integrated over the sphere of the atom that carries i and j.

**Valence exchange.** Each integral in K^v is the Coulomb interaction (ρ|ρ′) of two pair densities, ρ = ψ_mψ_v and ρ′ = ψ_vψ_n. Let ρ̃ be the smooth pair density, and ρ¹ and ρ̃¹ the expansions of ρ and ρ̃ inside a sphere. Add a compensation density ρ̂, confined to the sphere, whose multipole moments make

∫ r^L Y_LM (ρ¹ − ρ̃¹ − ρ̂) dr = 0   (32)

for every L, M that occurs. Set N = ρ̃ + ρ̂ in all space, N¹ = ρ̃¹ + ρ̂ in the sphere, and δ = ρ¹ − N¹. Then ρ = N + δ, and

(ρ|ρ′) = (N|N′) + (N|δ′) + (δ|N′) + (δ|δ′).   (33)

By (32), the potential of δ′ vanishes outside its sphere. In the second and third terms N can thus be replaced by N¹, and the δ of different atoms do not interact. The last three terms are what remains of (N¹+δ|N¹′+δ′) after (N¹|N¹′) is removed, so that

(ρ|ρ′) = (N|N′) + Σ_atoms [(ρ¹|ρ¹′) − (N¹|N¹′)].   (34)

The compensation density must appear in both the smooth term and the subtracted sphere term. Summing (34) over v gives K^v.

**Core-valence exchange.** The core orbital φ_c is confined to the sphere, and therefore so is φ_cψ_n. No smooth counterpart or compensation is needed. Inserting (30) in K^c gives

K^c_mn = Σ_atoms Σ_ij P_im X_ij P_jn,   X_ij = Σ_c (ic|cj).   (35)

For a spherical closed subshell, the angular part can be done once. Write φ_i = R_i(r)Y_lm and φ_c = R_c(r)Y_{l_c m_c}, and let θ be the angle between r and r′. Two sums are needed:

Σ_{m_c} Y_{l_c m_c}(r)Y_{l_c m_c}(r′) = [(2l_c+1)/4π] P_{l_c}(cos θ),   (36)

1/|r−r′| = Σ_L (r_<^L / r_>^{L+1}) P_L(cos θ).   (37)

Here P with an angular-momentum index is a Legendre polynomial, and r_< and r_> are the smaller and larger of r and r′. Define

w(l,L,l_c) = ½ ∫₋₁¹ P_l(x)P_L(x)P_{l_c}(x) dx.   (38)

This is the square of the Wigner 3j symbol with zero magnetic numbers. Since ∫P_l² dx = 2/(2l+1), the product of two polynomials expands as

P_L P_{l_c} = Σ_l (2l+1) w(l,L,l_c) P_l.   (39)

Using the sum rule (36) again, now for l, turns P_l into [4π/(2l+1)] Σ_m Y_lm(r)Y_lm(r′). The factors 4π and 2l+1 cancel, and

X_ij = δ_{l_i l_j} δ_{m_i m_j} Σ_c Σ_L (2l_c+1) w(l_i,L,l_c) R^L_ij,c,   (40)

R^L_ij,c = ∫∫ R_i(r)R_c(r) (r_<^L/r_>^{L+1}) R_c(r′)R_j(r′) r²r′² dr dr′.   (41)

The sum over c in (40) runs over subshells, since m_c has been summed. For a 1s core, P_{l_c} = 1, so L = l and w = 1/(2l+1). The result is X_ij = R^l_ij,1s/(2l+1).

**Size of the core term.** For a spherical fluorine atom treated with PBE, with 5/3 of an electron in each 2p orbital, radial quadrature gives X = 0.0928 Ha for 2s-2s and 0.0431 Ha for 2p-2p. The total exchange energy is −¼Tr(γK[γ]). Its two core-valence cross terms are equal and add to

E_x,cv = −½ Tr(γ_v K[γ_c]) = −2 Σ_n K^c_nn,   (42)

with n over occupied valence orbitals. Each valence electron thus contributes −K^c_nn. Two atoms with two 2s and five 2p electrons each give the estimate

−2(2 × 0.0928 + 5 × 0.0431) = −0.802 Ha.   (43)

The molecular value with KS core orbitals is −0.801 Ha. The sum of the diagonal core elements is thus nearly atomic, although those of single orbitals differ from the atomic values by up to about 10%. The singles correction, however, depends on the elements between occupied and virtual orbitals.

**What the frozen core leaves out.** With a frozen core, f is diagonalized in the space orthogonal to the core. Core orbitals plus the lowest valence solutions then form a trial determinant for the all-electron one-body problem. Its trace change is the frozen-core ΔE, because the core diagonal elements cancel. Consequently

ΔE_all ≤ ΔE_frozen ≤ 0.   (44)

For F₂ the values are −0.0200 and −0.0184 Ha. The difference of 0.0016 Ha is 8% of the all-electron value and comes from allowing the core to mix with virtual orbitals. The cc-pVTZ basis has no tight functions for the core region, so this share, like the other values and ratios given for F₂, holds for this basis and is not a basis-set limit. Replacing the molecular core orbitals in K^c by those of the spherical atom changes ΔE by about 2 × 10⁻⁶ Ha, so here the atomic shape of the core is a much smaller approximation than its immobility.

**Three treatments of the same core.** With K^c evaluated from Gaussian-basis integrals, ΔE is −0.0184 Ha, or −0.501 eV. Omitting K^c gives −0.0725 Ha. A third choice leaves core-valence exchange at the PBE level: −K^c in (27) is replaced by v_xc[n_v+n_c] − v_xc[n_v]. The matrix is then

f′_mn = ε_n δ_mn − K^v_mn − ⟨ψ_m|v_xc[n_v]|ψ_n⟩,   (45)

and the result is −0.0214 Ha. This is 16% larger in magnitude than ΔE with K^c. It is consistent in the sense that the core appears on neither side of the subtraction, but it is a different approximation, because the PBE term replaces nonlocal core-valence exchange by a semilocal form and also holds core-valence correlation and the nonlinearity of v_xc.

**How an error in f reaches ΔE.** Let f be replaced by f + η. The sum of the lowest levels is the minimum of Tr[(f+η)γ′] over density matrices γ′ with the same number of electrons. Using γ_f as a trial gives

ΔE[f+η] ≤ ΔE[f] + Tr[η(γ_f − γ)],   (46)

with equality to first order in η when f has a gap. The projector on the columns of (1, t)ᵀ gives

γ_f = 2 (1, t)ᵀ (1 + tᵀt)⁻¹ (1, tᵀ).   (47)

To second order in t, the trace in (46) is therefore

4 Tr(η_ov t) − 2 Tr(η_oo tᵀt) + 2 Tr(η_vv t tᵀ).   (48)

An error between occupied and virtual orbitals enters with one power of t, and errors within the blocks with two. The core-valence exchange energy (42) samples the occupied diagonal alone. It can be accurate while ΔE is not.

Inequality (46) also gives a direction. When the linear term is zero or negative, the error cannot raise ΔE. Omitting K^c corresponds to η = K^c. The linear term is then −0.0206 Ha, so (46) requires a lowering of at least 0.0206 Ha. The observed lowering is 0.0540 Ha, and the rest is of higher order in K^c.

**Rebuilding K^c from partial waves.** The molecular orbitals in this example are known as all-electron functions, so their PAW coefficients must be recovered. Projecting (29) on p_i gives

⟨p_i|ψ_n⟩ = P_in + Σ_j (⟨p_i|φ_j⟩ − δ_ij)P_jn = Σ_j ⟨p_i|φ_j⟩P_jn.   (49)

Solving this small linear system yields P. The partial waves are s, p and d solutions of the spherical fluorine atom in the same basis, without its 1s orbital. Inside spheres of 1.3 bohr, each smooth wave is r^l times a quadratic polynomial in r², matched in value, slope and curvature at the boundary. The projectors are combinations of smooth waves multiplied by [1 − (r/1.3 bohr)²]², and the projections are done by quadrature. All terms of (27) other than K^c keep their all-electron values. The example therefore isolates the core-valence term and is not a complete PAW calculation.

The reference uses the same atomic cores and Gaussian-basis integrals: ΔE = −0.01842 Ha. The PAW sets give:

- One wave per channel: E_x,cv = −0.807 Ha and ΔE = −0.0481 Ha. The largest occupied-virtual error of K^c is 0.147 Ha.
- Two waves per channel: E_x,cv = −0.803 Ha and ΔE = −0.0350 Ha. The largest such error is 0.121 Ha.
- Three s, three p and two d waves: E_x,cv = −0.802 Ha and ΔE = −0.0185 Ha. The largest such error is 0.003 Ha.

With two waves, the core-valence exchange energy is within 0.3% of its molecular value of −0.801 Ha, and the largest error in the occupied block is 0.001 Ha. Yet ΔE is 90% too large in magnitude. The largest occupied-virtual error exceeds the largest element |f_ia| itself, which is 0.100 Ha. An error of this size lies beyond the linear order of (48): replacing f_ia by f_ia + η_ia in (17) shows that the square of η_ia then contributes as well as the linear term.

The second and third sets have the same d waves, so the improvement comes from the third s and p waves. The reason lies in the virtual orbitals. The basis has four s and three p radial functions on each atom. One s combination is the core, and the other three, with the three p functions, are spanned by the last set. With fewer waves, some virtual orbitals have a component inside the sphere that no partial wave represents, and (49) replaces it by a combination of the waves that are present. This combination does not reproduce the core-valence exchange elements of these orbitals. The last set still leaves 0.4% in ΔE relative to the reference. The whole d part of K^c changes ΔE by only about 10⁻⁶ Ha here, and waves beyond d and the cutoff at the sphere by less. The remainder therefore points to s and p components inside the sphere that the set does not span, such as the tails of functions on the other atom.

Three waves is a property of this basis and not a general recommendation. The sizes of the errors also belong to this construction: in a PAW code the orbitals and the other terms of (27) come from the same partial waves, so these numbers do not carry over. A larger virtual space can contain further components near the nucleus. The quantity to converge with the number of partial waves is ΔE, and not the core-valence exchange energy. In F₂ the occupied-virtual block of K^c matters most: leaving out this block alone gives ΔE = −0.0744 Ha, whereas leaving out only the occupied or only the virtual block changes ΔE by about 0.0003 or 0.0004 Ha.

**Order of operations.** An implementation for a gapped closed-shell system proceeds as follows.

1. Compute and store X_ij from (40) for each atomic species, with the same frozen core orbitals that define n_c.
2. Form K^v from (34), K^c from (35) and v_xc from (31), then assemble f by (27) over the valence and virtual orbitals retained in the calculation.
3. Store the trace of the occupied block before diagonalization.
4. Diagonalize the whole matrix once, sum its n lowest eigenvalues, where n now counts valence orbitals, subtract the stored trace, and multiply the difference by 2.
5. Add the result to E_EXX and E_RPA evaluated with the original KS orbitals and energies.

For F₂ the last step reads, with seven occupied valence orbitals,

−198.7263 − 0.7826 − 0.0184 = −199.5273 Ha.   (50)

The singles term is 2.4% of the RPA correlation energy in magnitude. The sum is a result for one finite basis, with frozen cores in both correlation terms and no relativity. Correlation beyond direct RPA and pure singles is missing as well, so (50) is not a reference value for the molecule.
